# Fermi energy and interaction parameter of a (100) silicon inversion layer: verification in Python

```python
"""Fermi energy and interaction parameter of a (100) silicon inversion layer.

Result under test (one subband, zero temperature, spin degeneracy 2):
    E_F = pi hbar^2 n / (g_v m),   r_s = r0 / a_star,   E_C / E_F = g_v r_s
n: sheet density; g_v: number of valleys; m: in-plane mass;
r0: radius of the disc holding one electron, pi r0^2 n = 1;
a_star = 4 pi eps0 kappa hbar^2 / (m e^2): effective Bohr radius;
kappa: mean relative permittivity of silicon and oxide;
E_C = e^2 / (4 pi eps0 kappa r0): Coulomb energy at distance r0.
Internal units: eV and nm.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, cumulative_trapezoid
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq, minimize_scalar
from scipy.special import j0

# ---------- inputs ----------
density = 1e12 * 1e-14              # nm^-2
valleys = 2
mass = 0.19                         # in-plane mass / free mass
mass_normal = 0.92                  # rough heavy mass / free mass
eps_si, eps_ox = 11.7, 3.9
kappa = 7.8
depletion = 1e11 * 1e-14            # nm^-2
mobility = 1e4 * 1e-4               # m^2/(V s)
hbar2_m0 = sc.hbar**2 / sc.m_e / sc.e * 1e18       # eV nm^2
e2_eps0 = sc.e / sc.epsilon_0 * 1e9                # eV nm
coulomb = e2_eps0 / (4 * np.pi * kappa)            # eV nm
assert abs((eps_si + eps_ox) / 2 - kappa) < 1e-12

# ---------- derived formulas ----------
def fermi_energy(g_v):
    return np.pi * hbar2_m0 * density / (g_v * mass)

E_F = fermi_energy(valleys)
k_F = np.sqrt(2 * np.pi * density / valleys)
r0 = 1 / np.sqrt(np.pi * density)
a_star = hbar2_m0 / (mass * coulomb)
r_s = r0 / a_star
E_C = coulomb / r0

# ---------- test: fill the discrete states of a periodic square ----------
side = 4000.0                       # nm
idx = np.arange(-200, 201)
k_squared = (2 * np.pi / side)**2 * (idx[:, None]**2 + idx[None, :]**2)
levels = np.sort((hbar2_m0 * k_squared / (2 * mass)).ravel())
a_min = minimize_scalar(lambda a: hbar2_m0 / (2 * mass * a**2) - coulomb / a,
                        bounds=(0.5, 20), method="bounded",
                        options={"xatol": 1e-8}).x
assert abs(a_min / a_star - 1) < 1e-4
counted = {}
for g_v in (1, 2):
    filled = int(round(density * side**2 / (2 * g_v)))
    counted[g_v] = levels[filled - 1]
    # tolerance: finite number of orbitals in the box
    assert abs(counted[g_v] / fermi_energy(g_v) - 1) < 5e-3
    assert abs(levels[:filled].mean() / (fermi_energy(g_v) / 2) - 1) < 5e-3
    assert abs(E_C / counted[g_v] / (g_v * r0 / a_min) - 1) < 5e-3
    if g_v == valleys:
        mean_counted = levels[:filled].mean()

# ---------- test: interface electrostatics on a grid ----------
def grid_potential(q, oxide, source, probe, h=0.05, silicon=100.0):
    """Potential at depth probe for a unit sheet wave at depth source.

    Unit: nm, for eps0 = 1; the potential vanishes at the outer ends.
    """
    n_left, n_right = int(round(oxide / h)), int(round(silicon / h))
    eps = np.concatenate([np.full(n_left, eps_ox), np.full(n_right, eps_si)])
    bands = np.zeros((3, len(eps) - 1))
    bands[1] = (eps[:-1] + eps[1:]) * (1 / h**2 + q**2 / 2)
    bands[0, 1:] = -eps[1:-1] / h**2
    bands[2, :-1] = -eps[1:-1] / h**2
    rhs = np.zeros(len(eps) - 1)
    rhs[n_left - 1 + int(round(source / h))] = 1 / h
    phi = solve_banded((1, 1), bands, rhs)
    return phi[n_left - 1 + int(round(probe / h))]

beta = (eps_si - eps_ox) / (eps_si + eps_ox)
for q in (0.1, k_F, 0.35):
    open_formula = 1 / (2 * kappa * q)
    assert abs(grid_potential(q, 100, 0, 0) / open_formula - 1) < 1e-3
    inside = (np.exp(-2 * q) + beta * np.exp(-8 * q)) / (2 * eps_si * q)
    assert abs(grid_potential(q, 100, 3, 5) / inside - 1) < 1e-3
    for d in (2.0, 10.0):
        gated = 1 / (q * (eps_si + eps_ox / np.tanh(q * d)))
        assert abs(grid_potential(q, d, 0, 0) / gated - 1) < 1e-3

# ---------- metal gate: image series against a Hankel integral ----------
def gate_factor(d):
    k = np.arange(1, 80)
    terms = beta**(k - 1) * r0 / np.sqrt(r0**2 + (2 * k * d)**2)
    return 1 - (1 - beta) * terms.sum()

def gate_factor_integral(d):
    def change(q):
        t = np.tanh(q * d)
        return j0(q * r0) * (2 * kappa * t / (eps_si * t + eps_ox) - 1)
    return 1 + r0 * quad(change, 0, 18 / d, limit=400)[0]

for d in (2.0, 100.0):
    assert abs(gate_factor(d) - gate_factor_integral(d)) < 1e-5

# ---------- temperature ----------
kT = sc.k * 300 / sc.e
kT_cold = sc.k * 4.2 / sc.e
mu_300 = kT * np.log(np.expm1(E_F / kT))
states = density / E_F              # states per eV and nm^2
thermal = quad(lambda E: states / (np.exp((E - mu_300) / kT) + 1),
               0, 40 * kT)[0]
assert abs(thermal / density - 1) < 1e-6

# ---------- Hartree subbands (zero temperature, hard wall at oxide) ----------
h, depth = 0.1, 150.0
z = np.arange(1, int(round(depth / h))) * h

def subbands(potential, m_z, count):
    t = hbar2_m0 / (2 * m_z * h**2)
    return eigh_tridiagonal(potential + 2 * t, np.full(len(z) - 1, -t),
                            select="i", select_range=(0, count - 1))

def hartree(profile):
    below = np.cumsum(profile) * h - profile * h / 2
    slope = e2_eps0 / eps_si * (depletion + density * (1 - below))
    wall = e2_eps0 / eps_si * (depletion + density)
    return cumulative_trapezoid(np.concatenate([[wall], slope]), dx=h)

profile = z**2 * np.exp(-z)
profile /= profile.sum() * h
for _ in range(100):
    energy, wave = subbands(hartree(profile), mass_normal, 1)
    new_profile = wave[:, 0]**2 / h
    residual = np.abs(new_profile - profile).sum() * h
    profile = 0.6 * profile + 0.4 * new_profile
assert residual < 1e-7
potential = hartree(profile)
two_fold, waves = subbands(potential, mass_normal, 40)
four_fold, _ = subbands(potential, mass, 40)
wall_slope = waves[0, 0] / np.sqrt(h) / h
wall_force = hbar2_m0 / (2 * mass_normal) * wall_slope**2
mean_force = e2_eps0 / eps_si * (depletion + density / 2)
# tolerance: one-sided difference for the slope at the wall
assert abs(wall_force / mean_force - 1) < 0.01
gap_same = two_fold[1] - two_fold[0]
gap_other = four_fold[0] - two_fold[0]
assert gap_same > E_F and gap_other > E_F
mean_depth = (z * profile).sum() * h

# ---------- share of the lowest subband at 300 K, levels kept fixed ----------
mass_other = np.sqrt(mass * mass_normal)
def populations(mu):
    low = 2 * mass * np.logaddexp(0, (mu - two_fold) / kT)
    high = 4 * mass_other * np.logaddexp(0, (mu - four_fold) / kT)
    return kT / (np.pi * hbar2_m0) * np.concatenate([low, high])

mu_many = brentq(lambda mu: populations(mu).sum() - density, -1, 1)
lowest_share = populations(mu_many)[0] / density
assert lowest_share < 0.9           # one subband is not enough at 300 K

# ---------- finite thickness: repulsion at in-plane distance r0 ----------
near = z < 40
weight = profile[near] * h
zn = z[near]
assert abs(weight.sum() - 1) < 1e-3
direct = 1 / np.sqrt(r0**2 + (zn[:, None] - zn[None, :])**2)
image = 1 / np.sqrt(r0**2 + (zn[:, None] + zn[None, :])**2)
pair = weight @ (direct + beta * image) @ weight / eps_si
thickness_factor = pair * kappa * r0
assert 0 < thickness_factor < 1

# ---------- disorder and oxide field ----------
tau = mass * sc.m_e * mobility / sc.e
broadening = sc.hbar / tau / sc.e
oxide_field = e2_eps0 / eps_ox * (density + depletion) * 10    # MV/cm

# ---------- printed numbers ----------
def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())

show("sheet density", density * 1e14, "cm^-2")
show("valleys", valleys)
show("in-plane mass", mass, "m0")
show("permittivity of silicon", eps_si)
show("permittivity of oxide", eps_ox)
show("mean permittivity", kappa)
show("hbar^2/m0", hbar2_m0, "eV nm^2", 5)
show("e^2/(4 pi eps0)", e2_eps0 / (4 * np.pi), "eV nm", 5)
show("Fermi wave number", k_F, "nm^-1")
show("Fermi energy", E_F * 1e3, "meV")
show("Fermi energy from filled box states", counted[2] * 1e3, "meV")
show("mean kinetic energy from box states", mean_counted * 1e3, "meV")
show("Fermi energy if one valley", fermi_energy(1) * 1e3, "meV")
show("Fermi temperature", E_F * sc.e / sc.k, "K")
show("density of states", states * 1e14, "eV^-1 cm^-2")
show("disc radius r0", r0, "nm")
show("effective Bohr radius", a_star, "nm")
show("effective Bohr radius by minimization", a_min, "nm")
show("interaction parameter r_s", r_s)
show("Coulomb energy at r0", E_C * 1e3, "meV")
show("Coulomb energy / Fermi energy", E_C / E_F)
show("kT at 4.2 K", kT_cold * 1e3, "meV", 3)
show("kT at 300 K", kT * 1e3, "meV", 3)
show("one-subband chemical potential, 300 K", mu_300 * 1e3, "meV", 3)
show("depletion charge density", depletion * 1e14, "cm^-2")
show("normal mass, two lowest valleys", mass_normal, "m0")
show("gap to next subband, same valleys", gap_same * 1e3, "meV", 3)
show("gap to lowest subband, other valleys", gap_other * 1e3, "meV", 3)
show("wall force / mean force", wall_force / mean_force)
show("lowest-subband share at 300 K", lowest_share * 100, "%", 2)
show("mean depth of electrons", mean_depth, "nm", 3)
show("image strength beta", beta)
show("repulsion factor, finite thickness", thickness_factor, "", 3)
show("repulsion factor, gate at 100 nm", gate_factor(100.0), "", 3)
show("repulsion factor, gate at 2 nm", gate_factor(2.0), "", 3)
show("mobility", mobility * 1e4, "cm2/Vs")
show("scattering time", tau * 1e12, "ps", 3)
show("disorder broadening", broadening * 1e3, "meV", 3)
show("oxide field", oxide_field, "MV/cm", 3)
print("done: every assertion held")
```

It prints:

```
sheet density: 1e+12 cm^-2
valleys: 2
in-plane mass: 0.19 m0
permittivity of silicon: 11.7
permittivity of oxide: 3.9
mean permittivity: 7.8
hbar^2/m0: 0.0762 eV nm^2
e^2/(4 pi eps0): 1.44 eV nm
Fermi wave number: 0.1772 nm^-1
Fermi energy: 6.3 meV
Fermi energy from filled box states: 6.303 meV
mean kinetic energy from box states: 3.15 meV
Fermi energy if one valley: 12.6 meV
Fermi temperature: 73.1 K
density of states: 1.587e+14 eV^-1 cm^-2
disc radius r0: 5.642 nm
effective Bohr radius: 2.172 nm
effective Bohr radius by minimization: 2.172 nm
interaction parameter r_s: 2.597
Coulomb energy at r0: 32.72 meV
Coulomb energy / Fermi energy: 5.194
kT at 4.2 K: 0.362 meV
kT at 300 K: 25.9 meV
one-subband chemical potential, 300 K: -33.3 meV
depletion charge density: 1e+11 cm^-2
normal mass, two lowest valleys: 0.92 m0
gap to next subband, same valleys: 13.7 meV
gap to lowest subband, other valleys: 14 meV
wall force / mean force: 0.9981
lowest-subband share at 300 K: 8.5 %
mean depth of electrons: 2.83 nm
image strength beta: 0.5
repulsion factor, finite thickness: 0.872
repulsion factor, gate at 100 nm: 0.98
repulsion factor, gate at 2 nm: 0.359
mobility: 1e+04 cm2/Vs
scattering time: 1.08 ps
disorder broadening: 0.609 meV
oxide field: 0.51 MV/cm
done: every assertion held
```
